# Why a Capacitor Receives Twice a 50 Ohm Generator's Displayed Voltage

**Question.** A pulse generator with 50 ohm output resistance is set to 1.5 V and connected through a 50 ohm coaxial cable to a small ferroelectric capacitor. The display is calibrated for a matched 50 ohm load. What voltage does the capacitor reach during a long pulse, and why is it not the displayed one?

**Answer.**

## What the display means

The generator behaves as an ideal source of voltage $E$ in series with a resistance $R_s$. The displayed voltage $V_d$ is the voltage that would appear across a load equal to the cable impedance $Z_0=50$ ohm. In that calibration the two resistances carry the same current and form a divider:

$$V_d=E\,\frac{Z_0}{R_s+Z_0},\qquad\text{so}\qquad E=V_d\left(1+\frac{R_s}{Z_0}\right).$$

For $R_s=Z_0$ this gives $E=2V_d$. Half of the source voltage is lost inside the generator when the load is matched, and the display reports the other half.

A capacitor without leakage draws current while it charges and none afterwards. Once the current has stopped, there is no drop across $R_s$, and the whole of $E$ stands across the capacitor. The generator has not raised its output; the internal drop assumed by the calibration has disappeared.

Some generators also offer a "high impedance" display setting. The number shown there is already $E$, and must not be doubled again.

## The source divider in time

First leave out the cable. Let the capacitance $C$ be constant, the capacitor uncharged, and the source switched on abruptly at $t=0$. The charging current is $I=C\,dV/dt$. With $R_s=Z_0$, the voltages around the loop add to

$$2V_d=V+Z_0C\,\frac{dV}{dt}.$$

Define the missing voltage $u=2V_d-V$ and the time constant $\tau=Z_0C$. Since $V_d$ is constant during the pulse, $du/dt=-dV/dt$, and the equation becomes

$$\frac{du}{dt}=-\frac{u}{\tau},\qquad u(t)=u(0)\,e^{-t/\tau}.$$

The initial condition $V(0)=0$ means $u(0)=2V_d$. Therefore

$$V(t)=2V_d\left(1-e^{-t/\tau}\right),\qquad I(t)=\frac{2V_d}{Z_0}\,e^{-t/\tau}.$$

The capacitance sets how fast the voltage rises, not where it ends. "Small" thus means that $\tau$ is short compared with the pulse.

## The same result from reflections

Now include a lossless cable with inductance $L'$ and capacitance $C'$ per unit length. With $x$ measured from the generator towards the load, its equations are

$$\frac{\partial V}{\partial x}=-L'\frac{\partial I}{\partial t},\qquad
\frac{\partial I}{\partial x}=-C'\frac{\partial V}{\partial t}.$$

They are solved by a forward wave $V_+(t-x/v)$ and a backward wave $V_-(t+x/v)$:

$$V=V_++V_-,\qquad Z_0I=V_+-V_-.$$

Inserting the forward wave into the two equations gives $Z_0=L'v$ and $1/Z_0=C'v$, hence $Z_0=\sqrt{L'/C'}$ and $v=1/\sqrt{L'C'}$. The backward wave gives the same conditions. Its current has the opposite sign because it carries energy towards the generator.

At the generator end, $E=V+R_sI$. For $R_s=Z_0$,

$$E=(V_++V_-)+(V_+-V_-)=2V_+,\qquad V_+=\frac{E}{2}=V_d.$$

The launched wave has the displayed height, whatever comes back. A returning wave is absorbed by the matched source and starts no second echo.

At the load, adding the expressions for $V$ and $Z_0I$ eliminates the backward wave:

$$V+Z_0I=2V_+=2V_d.$$

This is the source-divider equation again. The cable delays the start by its one-way travel time $T$. In terms of $t'=t-T$, the time since arrival, the capacitor voltage is $2V_d(1-e^{-t'/\tau})$.

The reflected wave is the load voltage minus the incident wave:

$$V_-=2V_d\left(1-e^{-t'/\tau}\right)-V_d=V_d\left(1-2e^{-t'/\tau}\right).$$

At first it is $-V_d$: the uncharged capacitor holds the voltage at zero, like a short circuit. At late times it is $+V_d$: the charged capacitor passes no current, like an open circuit. The incident and reflected voltages then add to $2V_d$, while their currents cancel.

The reflection coefficient says the same. In the Laplace domain, with variable $s$, an initially uncharged capacitor obeys $I=sCV$. Substituting the two waves gives

$$V_+-V_-=s\tau\,(V_++V_-).$$

Collecting each wave on its own side,

$$V_+(1-s\tau)=V_-(1+s\tau),\qquad
\Gamma(s)=\frac{V_-}{V_+}=\frac{1-s\tau}{1+s\tau}.$$

Fast changes, $s\tau\gg1$, are reflected with $\Gamma\to-1$; slow ones, $s\tau\ll1$, with $\Gamma\to+1$. For a step, $V_+=V_d/s$, and

$$V_-=\frac{V_d}{s}\,\frac{1-s\tau}{1+s\tau}
=V_d\left(\frac1s-\frac{2\tau}{1+s\tau}\right).$$

The inverse transform is $V_d(1-2e^{-t'/\tau})$, as found above.

## The numbers for a 10 nm film

Take a hafnium-zirconium oxide film of thickness $d=10$ nm under a square electrode of side 20 µm. The area is $A=4.0\times10^{-10}\ \mathrm{m^2}$. With a rough relative permittivity of 30,

$$C=\frac{\varepsilon_0\varepsilon_rA}{d}=10.6\ \mathrm{pF},\qquad
\tau=50\ \Omega\times10.6\ \mathrm{pF}=0.53\ \mathrm{ns}.$$

For $V_d=1.5$ V the initial current is $3.0\ \mathrm{V}/50\ \Omega=60$ mA. The voltage is 1.83 V at 0.5 ns after arrival, 2.54 V at 1 ns and 2.93 V at 2 ns. A numerical solution of the cable equations gives the same values to the four decimals printed. The final voltage is 3.0 V.

The field is therefore $3.0\ \mathrm{V}/10\ \mathrm{nm}=3.0$ MV/cm, not the 1.5 MV/cm inferred from the display. With the rough breakdown field of 4 MV/cm assumed here, the final voltage reaches the limit at a displayed 2.0 V. These fields assume that the whole voltage falls across the film, with no interface layer, and that the voltage does not overshoot. A lead or probe inductance $L$ above $Z_0^2C/4=6.6$ nH makes the circuit ring. For $L=20$ nH the damping ratio is $\zeta=(Z_0/2)\sqrt{C/L}=0.58$, and an ideal step overshoots by $e^{-\pi\zeta/\sqrt{1-\zeta^2}}=11\%$. The peak is then 3.3 V for a displayed 1.5 V, and the limit is reached near a displayed 1.8 V. The response to a linear ramp is a moving average of the step response, so its peak cannot exceed that of the ideal step; for $L=20$ nH a 5 ns rise leaves an overshoot of about 2%. The error also affects a measured switching voltage: if the film switches at 1.0 V in a slow sweep, the display then reads 0.5 V.

A voltmeter at the generator end of a cable with $T=5$ ns would see 1.5 V until the echo returns at $2T=10$ ns. For an ideal step the voltage there then falls to zero and rises to 3.0 V. The plateau at the displayed value thus belongs to the time before the generator has received any signal from the load.

## When the final voltage is not doubled

**Leakage.** A resistance $R$ in parallel with the capacitor adds a current $V/R$:

$$2V_d=V+Z_0\left(C\frac{dV}{dt}+\frac VR\right).$$

Setting the derivative to zero gives the final voltage. Dividing the equation by $1+Z_0/R$ gives the time constant:

$$V_\infty=2V_d\,\frac{R}{R+Z_0},\qquad
\tau'=C\,\frac{RZ_0}{R+Z_0}.$$

A 200 ohm leak gives $3.0\times200/250=2.4$ V. A deliberate 50 ohm shunt at the device gives 1.5 V, so the display becomes correct, and the time constant is halved. The price is a steady current of $1.5\ \mathrm{V}/50\ \Omega=30$ mA through the shunt.

**A short pulse.** If the pulse has width $w$, charging stops at $2V_d(1-e^{-w/\tau})$. For $w=0.5$ ns the peak is 1.83 V.

**A mismatched source.** If $R_s\ne Z_0$, echoes are partly reflected at the generator. When they have died away the current is zero, and the capacitor has the full source voltage $V_d(1+R_s/Z_0)$. A 40 ohm source, calibrated into 50 ohm, ends at $1.5\times1.8=2.7$ V. This is the end point, not the peak. The first launched wave is $EZ_0/(R_s+Z_0)=V_d$ for any $R_s$, so when $\tau\ll2T$ the capacitor first charges to 3.0 V. For the 40 ohm source it then rises briefly to about 3.07 V as the first echo arrives, falls to about 2.66 V, and settles to 2.7 V.

A resistance $r$ in series with the film acts differently. It replaces $Z_0$ by $Z_0+r$ in the time constant, but has no drop once the current stops. With $r=20$ ohm, $\tau$ becomes 0.74 ns and the final voltage is unchanged.

## What ferroelectric switching changes

A ferroelectric takes up switching charge as well as the linear charge $CV$. Suppose first that its charge follows the voltage along a fixed rising curve $Q(V)$. Then $I=Q'(V)\,dV/dt$, and the load equation $V+Z_0I=2V_d$ gives

$$dt=\frac{Z_0\,Q'(V)}{2V_d-V}\,dV,\qquad
t'(V)=Z_0\int_0^V\frac{Q'(y)}{2V_d-y}\,dy.$$

With $Q'>0$, the voltage keeps rising as long as it is below $2V_d$. Switching delays the approach but does not move its end point.

For a remanent polarization $P_r=20\ \mathrm{\mu C/cm^2}$, reversal from $-P_r$ to $+P_r$ requires $2P_rA=160$ pC. The linear charge at 3.0 V is 32 pC. The model places the switching around a coercive voltage of 1.0 V, with polarization $P_r\tanh[(V-1.0\ \mathrm{V})/0.3\ \mathrm{V}]$. The time to reach 99% of the final voltage grows from 2.45 ns to 6.5 ns, both by the integral and by the numerical cable solution.

The size of the delay can be estimated by hand. Near 1.0 V the voltage left to drive current through 50 ohm is 2.0 V, so the current is 40 mA, and $160\ \mathrm{pC}/40\ \mathrm{mA}=4.0$ ns. Adding this to the linear 2.45 ns gives about 6.5 ns.

## How this compares with a real device

A thickness of 10 nm, a remanent polarization near $20\ \mathrm{\mu C/cm^2}$ and a coercive field near 1 MV/cm are rough typical values for such films. The electrode is small: a side of 100 µm would give 25 times the area and, for the linear charge, $\tau\approx13$ ns. The switching model also assumes that polarization follows the voltage instantly, whereas reversal in a real film takes some time of its own. If switching is instead spread over an assumed 100 ns, its mean current is $160\ \mathrm{pC}/100\ \mathrm{ns}=1.6$ mA. The mean drop across 50 ohm is then 80 mV, or 2.7% of 3.0 V, and it vanishes when switching ends. The peak drop is larger than the mean. If the reversal relaxes exponentially and is 99% complete at 100 ns, its time constant is $100\ \mathrm{ns}/\ln100=21.7$ ns, the initial current is about 7.4 mA, and the drop starts at up to 0.37 V. The steady rise found for a fixed curve $Q(V)$ also need not hold: if the switching current peaks after the linear charging, the voltage rises, dips and recovers. For a switched fraction $1-e^{-(t/t_0)^2}$ that is 99% complete at 100 ns, it rises to 2.97 V, dips to 2.85 V and returns to 3.0 V. A pulse must outlast the switching for the full doubling to be reached.

The other corrections can be put beside this one:

- A source resistance wrong by 1 ohm shifts the final voltage by 30 mV, or 1%, at fixed display calibration into 50 ohm.
- An assumed leakage of $0.01\ \mathrm{A/cm^2}$ gives 40 nA. Through 50 ohm plus 20 ohm of electrode resistance, the drop is 2.8 µV.
- With a 5 ns rise time, the switching curve, the 20 ohm electrodes and this leakage together, 99% is reached 12 ns after the pulse begins to arrive.
- All times above assume a lossless cable. An assumed skin-effect loss of 0.5 dB at 1 GHz lowers the voltages at 0.5, 1 and 2 ns to about 1.75, 2.47 and 2.89 V and lengthens the linear 99% time from 2.45 ns to about 3.2 ns. The final voltage is unchanged.

None of these brings the final voltage near 1.5 V. To put 3.0 V on this capacitor with a matched source and a pulse that outlasts charging and switching, the 50 ohm display should read 1.5 V. The numerical output below lists the inputs and the main computed values.

## Table of computed values

```
INPUTS (film values are rough typical ones)
displayed voltage            1.50 V
cable impedance              50 ohm
one-way cable delay          5.0 ns
film thickness               10 nm
side of square electrode     20 um
relative permittivity        30
remanent polarization        20 uC/cm2
coercive voltage             1.0 V
switching branch width       0.3 V
leakage current density      0.01 A/cm2
breakdown field              4.0 MV/cm
MAIN RESULT
emf found by calibration     3.0000 V
capacitance                  10.63 pF
time constant Z0*C           0.531 ns
initial current 2*V_d/Z0     60.0 mA
V_C 0.5 ns after arrival: cable 1.8295 V, formula 1.8295 V
V_C 1.0 ns after arrival: cable 2.5433 V, formula 2.5433 V
V_C 2.0 ns after arrival: cable 2.9305 V, formula 2.9305 V
V_C 5.0 ns after arrival: cable 2.9998 V, formula 2.9998 V
final capacitor voltage      3.0000 V
field expected from display  1.50 MV/cm
field actually reached       3.00 MV/cm
REFLECTION
generator end before echo    1.5000 V
generator end, echo arrives  0.0141 V
generator end, late          3.0000 V
reflected wave, first sample -1.4859 V
reflected wave, late         1.5000 V
Gamma at s*tau = 0.5, 1, 3   0.333, 0.000, -0.500
WHERE DOUBLING CHANGES
final V, 200 ohm leak        2.4000 V
final V, 50 ohm shunt        1.5000 V
peak, 0.5 ns pulse (formula) 1.829 V
final V, 40 ohm source       2.7000 V
NEGLECTED EFFECTS
linear charge C*2V_d         31.9 pC
switching charge             160.0 pC
time to 99%, linear          2.45 ns
time to 99%, switching       6.52 ns
same, from integral          6.52 ns
tau with 20 ohm electrodes   0.744 ns
99% time, all, 5 ns rise     12.02 ns
mean drop, 100 ns switching  80.0 mV
leakage current              40.0 nA
steady drop from leakage     2.80 uV
shift per 1 ohm source error 30.0 mV
display at breakdown field   2.00 V
```
